# Effective fragment potential dispersion from localized-orbital polarizabilities, part 1

(Sections cited here and not found follow in the second part.)

## 1. Localized response and the leading dispersion energy

**Definitions and conventions.** Two closed-shell fragments, $A$ and $B$, are described in atomic units, so the electron has charge $-1$. The localized molecular orbitals (LMOs) are labelled $k,k'$ on $A$ and $l,l'$ on $B$; virtual orbitals are labelled $p,q$. All orbitals are real. The centroid of an LMO is $\mathbf r_k=\langle k|\mathbf r|k\rangle$. The letters $a,b,c,d,e$ denote Cartesian components, and repeated Cartesian indices are summed. For a separation vector $\mathbf d$ of length $d$ the dipole tensor is

$$T_{ab}(\mathbf d)=\partial_a\partial_b\frac1d=\frac{3d_ad_b-d^2\delta_{ab}}{d^5}. \tag{1}$$

For a pair of LMOs, $\mathbf d=\mathbf r_l-\mathbf r_k$, and the tensor is written $T^{kl}_{ab}$. Retardation and electron exchange between the fragments are neglected throughout. The damping model introduced in the second half accounts only for the overlap of the charge clouds.

**The dipole coupling.** Let one electron sit at $\mathbf s_A$ from a centre in $A$ and another at $\mathbf s_B$ from a centre in $B$, the centres being separated by $\mathbf d$. Their repulsion is $1/|\mathbf d+\mathbf s_B-\mathbf s_A|$. The second-order Taylor term is $\tfrac12(s_B-s_A)_a(s_B-s_A)_b\,\partial_a\partial_b(1/d)$, and its part involving both electrons is $-s_{A,a}T_{ab}s_{B,b}$. The electronic dipole is $\boldsymbol\mu=-\mathbf s$, and the two minus signs cancel in the product. Hence

$$V=-\mu_{A,a}\,T_{ab}\,\mu_{B,b}. \tag{2}$$

**Second-order energy.** Let $m$ and $n$ label excited states of $A$ and $B$, with excitation energies $\Omega_m,\Omega_n$ and transition dipoles $\boldsymbol\mu_m,\boldsymbol\mu_n$. Dispersion is the part of the second-order energy in which both fragments are excited; terms with one fragment excited are induction. From (2),

$$E_6=-\sum_{mn}\frac{(\mu_{m,a}T_{ab}\mu_{n,b})^2}{\Omega_m+\Omega_n}. \tag{3}$$

The denominator ties the fragments together. To separate them, use partial fractions and $\int_0^\infty d\omega/(u^2+\omega^2)=\pi/2u$:

$$\int_0^\infty\!\frac{d\omega}{(u^2+\omega^2)(v^2+\omega^2)}
=\frac{1}{v^2-u^2}\left(\frac{\pi}{2u}-\frac{\pi}{2v}\right)=\frac{\pi}{2uv(u+v)}. \tag{4}$$

The case $u=v$ follows by continuity. Multiplying by $2uv/\pi$ gives

$$\frac1{u+v}=\frac2\pi\int_0^\infty\frac{uv\,d\omega}{(u^2+\omega^2)(v^2+\omega^2)}. \tag{5}$$

The factors in (5) are polarizabilities at imaginary frequency. Such a frequency describes a field that grows as $\mathbf F e^{\omega t}$ from the remote past. The first-order amplitude $c_m$ of state $m$ obeys $i\dot c_m=\Omega_mc_m-\boldsymbol\mu_m\!\cdot\!\mathbf F e^{\omega t}$. Since $c_m$ grows at the same rate, $c_m=\boldsymbol\mu_m\!\cdot\!\mathbf F e^{\omega t}/(\Omega_m-i\omega)$. The induced dipole is $\sum_m2\boldsymbol\mu_m\,\mathrm{Re}\,c_m$, so

$$\alpha_{ab}(i\omega)=\sum_m\frac{2\Omega_m\,\mu_{m,a}\mu_{m,b}}{\Omega_m^2+\omega^2}. \tag{6}$$

A product of two such polarizabilities carries the factor $4\Omega_m\Omega_n$, whereas (5) supplies $2\Omega_m\Omega_n/\pi$. The prefactor is therefore $(2/\pi)/4=1/2\pi$:

$$E_6=-\frac1{2\pi}T_{ab}T_{cd}\int_0^\infty\alpha^A_{ac}(i\omega)\,\alpha^B_{bd}(i\omega)\,d\omega. \tag{7}$$

Each fragment can now be treated alone, and the polarizabilities stored for use at any geometry.

**Response of the localized orbitals.** In time-dependent Hartree–Fock theory the density matrix for one spin, $P$, obeys $i\dot P=[F,P]$, where $F$ is the Fock operator. Initially $P^0=\sum_k|k\rangle\langle k|$. The condition $P^2=P$ gives, at first order, $P^0P^1+P^1P^0=P^1$, so $P^1$ has no occupied–occupied or virtual–virtual part:

$$P^1=\sum_{kp}\left(x_{kp}|p\rangle\langle k|+x^*_{kp}|k\rangle\langle p|\right). \tag{8}$$

The matrix element of the equation of motion between $\langle p|$ and $|k\rangle$ is

$$i\dot x_{kp}=\sum_qF_{pq}x_{kq}-\sum_{k'}F_{k'k}x_{k'p}+F^1_{pk}. \tag{9}$$

Here $F$ without superscript is the unperturbed Fock matrix. Its occupied–virtual block vanishes for a converged Hartree–Fock state, but its occupied block is not diagonal, because the orbitals are localized. The change $F^1$ contains the applied perturbation $h$, twice the Coulomb potential of $P^1$ (two spins), and minus its exchange operator. With $(kp|k'q)$ denoting the repulsion between the charge clouds $kp$ and $k'q$,

$$\begin{aligned}F^1_{pk}=h_{kp}+\sum_{k'q}\big\{&[2(kp|k'q)-(kk'|pq)]\,x_{k'q}\\&+[2(kp|k'q)-(kq|k'p)]\,x^*_{k'q}\big\}.\end{aligned} \tag{10}$$

Equations (9) and (10) combine into $i\dot x=\mathsf Ax+\mathsf Bx^*+h$, with

$$\begin{aligned}\mathsf A_{kp,k'q}&=\delta_{kk'}F_{pq}-\delta_{pq}F_{kk'}+2(kp|k'q)-(kk'|pq),\\ \mathsf B_{kp,k'q}&=2(kp|k'q)-(kq|k'p).\end{aligned} \tag{11}$$

Write $x=u+iv$ with real $u,v$. The real and imaginary parts of the equation are

$$-\dot v=(\mathsf A+\mathsf B)u+h,\qquad \dot u=(\mathsf A-\mathsf B)v. \tag{12}$$

For a perturbation growing as $e^{\omega t}$, each time derivative becomes a factor $\omega$. The second equation gives $v=\omega(\mathsf A-\mathsf B)^{-1}u$, and the first then becomes

$$\left[(\mathsf A+\mathsf B)+\omega^2(\mathsf A-\mathsf B)^{-1}\right]u=-h. \tag{13}$$

An electron in the field has energy $+\mathbf r\cdot\mathbf F$, so $h_{kp}=r^{kp}_aF_a$ with $r^{kp}_a=\langle k|r_a|p\rangle$. The induced dipole is $-2\sum_{kp}(x_{kp}+x^*_{kp})r^{kp}_a=-4\sum_{kp}u_{kp}r^{kp}_a$. Let $G(\omega)$ be the inverse of the bracket in (13). The two minus signs cancel, and the polarizability separates into blocks:

$$\alpha_{ab}=\sum_{kk'}\alpha^{kk'}_{ab},\qquad
\alpha^{kk'}_{ab}(i\omega)=4\sum_{pq}r^{kp}_a\,G_{kp,k'q}(\omega)\,r^{k'q}_b. \tag{14}$$

The block $\alpha^{kk'}$ is the dipole produced in LMO $k$ when the field acts on LMO $k'$. Because $G$ is symmetric, $\alpha^{kk'}_{ab}=\alpha^{k'k}_{ba}$. Moving the origin changes $r^{kp}_a$ by a multiple of $\langle k|p\rangle=0$, so the blocks do not depend on the origin. The same orthogonality means that the density change $\phi_k\phi_p$ carries no net charge. No charge flows between LMOs in this partition, and each site's response begins with a dipole.

The response also has the form (6). Let $\mathsf A\pm\mathsf B$ be positive definite, as they are for a stable Hartree–Fock state, and put $N=(\mathsf A-\mathsf B)^{1/2}$. Then

$$(\mathsf A+\mathsf B)+\omega^2N^{-2}=N^{-1}\left[N(\mathsf A+\mathsf B)N+\omega^2\right]N^{-1}. \tag{15}$$

The symmetric matrix $N(\mathsf A+\mathsf B)N$ has eigenvalues $\Omega_m^2$ and eigenvectors $w_m$. Inverting (15) gives $G=\sum_m Nw_mw_m^{T}N/(\Omega_m^2+\omega^2)$. Define the site moments $\mu^k_{m,a}=(2/\Omega_m)^{1/2}\sum_p r^{kp}_a(Nw_m)_{kp}$. Their products carry $2/\Omega_m$, so that

$$\alpha^{kk'}_{ac}=\sum_m\frac{2\Omega_m\,\mu^k_{m,a}\mu^{k'}_{m,c}}{\Omega_m^2+\omega^2}. \tag{16}$$

From here on, the energies and moments of this mean-field response replace those of the correlated fragment states.

**From nonlocal blocks to one tensor per orbital.** With a dipole at every centroid, the coupling between $m$ and $n$ is $-\sum_{kl}\mu^k_{m,a}T^{kl}_{ab}\mu^l_{n,b}$. Its square contains two sums over sites. The steps from (3) to (7) then give

$$E_6^{\rm nl}=-\frac1{2\pi}\sum_{kk'll'}\int_0^\infty\alpha^{kk'}_{ac}\,\alpha^{ll'}_{bd}\,T^{kl}_{ab}\,T^{k'l'}_{cd}\,d\omega. \tag{17}$$

The effective fragment potential (EFP) keeps one tensor per LMO. The nonlocal blocks are folded onto the sites,

$$\alpha^k_{ab}=\tfrac12\sum_{k'}\left(\alpha^{kk'}_{ab}+\alpha^{k'k}_{ab}\right), \tag{18}$$

and both dipole tensors are evaluated at the same pair of centroids:

$$E_6=\sum_{kl}E_6^{kl},\qquad
E_6^{kl}=-\frac1{2\pi}T^{kl}_{ab}T^{kl}_{cd}\int_0^\infty\alpha^k_{ac}(i\omega)\,\alpha^l_{bd}(i\omega)\,d\omega. \tag{19}$$

By (14) and (18), $\sum_k\alpha^k$ is the molecular tensor. When the distance $R$ between the molecular centres is large compared with the fragments, all $T^{kl}$ approach $T(\mathbf R)$, and (17) and (19) have the same $R^{-6}$ limit.

The first correction shows what folding costs. At first order in the centroid positions, the displacements on $A$ and on $B$ contribute separately, so consider $A$ alone. Let $g^k_{ac}=\sum_{k'}\alpha^{kk'}_{ac}$, and let $\alpha^B$ be the molecular tensor of $B$. Displacing the first tensor in (17) gives, apart from a common factor,

$$\sum_k r_{k,e}\,g^k_{ac}\,(\partial_eT_{ab})\,T_{cd}\,\alpha^B_{bd}. \tag{20}$$

Displacing the second tensor gives the same quantity, as follows from exchanging $k\leftrightarrow k'$, $a\leftrightarrow c$, $b\leftrightarrow d$ and using the symmetry of the blocks and of $\alpha^B$. The folded formula gives twice (20) with $g^k$ replaced by its symmetric part. The difference comes from the antisymmetric part of $g^k$. Since a derivative of $T$ brings one more power of $1/R$, the error of folding relative to the energy is in general of order $1/R$. It becomes of order $1/R^2$ when the antisymmetric parts vanish.

**Isotropic reduction.** Suppose that the tensors of sites $k$ and $l$ are rotated independently and averaged over all orientations, with the centroids held fixed. An averaged second-rank tensor cannot prefer a direction, so it is a multiple of $\delta_{ac}$, and its trace fixes the multiple:

$$\langle\alpha^k_{ac}\rangle=\bar\alpha^k\delta_{ac},\qquad \bar\alpha^k=\tfrac13\alpha^k_{aa}. \tag{21}$$

In (19) this leaves the contraction

$$T_{ab}T_{ab}=\frac{9d^4-6d^4+3d^4}{d^{10}}=\frac6{d^6}. \tag{22}$$

Multiplying by $-1/2\pi$ gives the isotropic pair energy

$$E_{6,\rm iso}^{kl}=-\frac{C_6^{kl}}{d^6},\qquad
C_6^{kl}=\frac3\pi\int_0^\infty\bar\alpha^k(i\omega)\,\bar\alpha^l(i\omega)\,d\omega. \tag{23}$$

A real rotation of a molecule also moves its centroids. Equation (23) is therefore an average over site tensors, and at a fixed molecular orientation it is an approximation.

**Nitrogen as an example.** The molecule N$_2$ is given a bond length of 2.07 bohr, with its axis along $z$ and its midpoint at the origin. It is treated by restricted Hartree–Fock theory in the aug-cc-pVDZ basis. Core and valence orbitals are localized separately by the Boys criterion, which maximizes $\sum_k|\mathbf r_k|^2$. Solving (13) at $\omega=0$ gives these site values:

| LMOs | Centroids (bohr) | Static $\bar\alpha^k$ (a.u.) |
|---|---|---|
| two cores | $z=\pm1.035$ | 0.0007 each |
| two lone pairs | $z=\pm1.705$ | 2.126 each |
| three bent bonds | $z=0$, 0.510 from the axis | 2.339 each |

The sum is $2(0.0007)+2(2.126)+3(2.339)=11.27$ a.u. The molecular components are $\alpha_{xx}=\alpha_{yy}=9.499$ and $\alpha_{zz}=14.818$ a.u., whose mean is also 11.27 a.u. These digits belong to this basis: in aug-cc-pVTZ the components are 9.77 and 14.98 a.u., and each bent bond has 2.41 a.u.

The antisymmetric part of $g^k$ is equivalent to an axial vector, and a mirror plane allows such a vector only along its normal. Each bent bond lies on two perpendicular mirror planes, and each lone pair and core on three planes through the axis. No nonzero vector is normal to more than one of them, so the antisymmetric parts vanish. The folding error should then fall as $1/R^2$ for any relative orientation. For a parallel pair, evaluating (17) and (19) at 100 and 200 bohr gives relative errors in the ratio 4.00. That case does not probe the antisymmetric parts: for a translated copy of the same molecule, exchanging the partners gives $E(\mathbf R)=E(-\mathbf R)$, so the $1/R$ term vanishes in any event. A rotated partner does probe them. Between 200 and 400 bohr the ratio is still 4.00 for N$_2$. For water (RHF/cc-pVDZ), whose valence LMOs each lie on one mirror plane only, it is 4.00 for a translated copy but 2.02 for a rotated one.

## 2. Higher order, damping and the working energy

**Symbols and results carried over.** LMOs $k$ on $A$ and $l$ on $B$ have centroids $\mathbf r_k,\mathbf r_l$ and folded polarizabilities $\alpha^k,\alpha^l$, with isotropic parts $\bar\alpha^k,\bar\alpha^l$. The pair energy $E_6^{kl}$ is given by (19), and its isotropic form $-C_6^{kl}/d^6$ by (23). $R$ is the distance between molecular centres, and $C_6=\sum_{kl}C_6^{kl}$. Equation (5) converts a sum over excited states into a frequency integral, whatever operators couple the fragments. Atomic units are used.

The leading dispersion energy is now a sum over pairs of localized orbitals, (19), with the isotropic form (23), and folding the nonlocal response onto single sites preserves its $R^{-6}$ limit. What remains is to treat the higher-order energy and the overlap damping, and to apply the resulting working energy to a pair of nitrogen molecules.

Numerical values quoted here were computed with a short program.
